# Diffusion-to-Mobility Ratio of a Two-Dimensional Electron Gas in GaAs: a numerical check

```python
# Result under test: for a single parabolic 2D subband,
#   D/mu = (kT/e) * nu / (1 - exp(-nu)),  nu = pi*hbar^2*n/(m*kT),
# D: diffusion coefficient, mu: mobility, n: sheet density, m: mass,
# zeta: chemical potential from the subband edge, T: temperature.
# Internal units: eV, nm, s, V; the electron charge is then 1.
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad, simpson
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq
from scipy.special import expit, j0

MASS = 0.067
N_CM = 1e12
TEMP = 300.0
KB = sc.k / sc.e
HBAR = sc.hbar / sc.e
C2 = sc.hbar**2 / (2 * MASS * sc.m_e) / sc.e * 1e18   # hbar^2/2m, eV nm^2
DOS = 1 / (2 * np.pi * C2)                            # per eV per nm^2
n0 = N_CM * 1e-14
kt = KB * TEMP


def integral(func, split, top):
    """Integrate from 0 to top, divided at the Fermi edge if it is inside."""
    opts = dict(epsabs=0, epsrel=1e-11, limit=200)
    if split > 0:
        return quad(func, 0, split, **opts)[0] + quad(func, split, top, **opts)[0]
    return quad(func, 0, top, **opts)[0]


def density(zeta, kt, levels=(0.0,), alpha=0.0):
    """Sheet density by quadrature; zeta counts from the lowest level."""
    total = 0.0
    for level in levels:
        edge = zeta - (level - levels[0])
        total += integral(lambda e: DOS * (1 + 2 * alpha * (level + e))
                          * expit((edge - e) / kt),
                          edge, max(edge, 0) + 40 * kt)
    return total


def chemical_potential(n, kt, levels=(0.0,), alpha=0.0):
    return brentq(lambda z: density(z, kt, levels, alpha) - n,
                  -40 * kt, 0.5, xtol=1e-15, rtol=1e-13)


def ratio_numeric(n, kt, levels=(0.0,), alpha=0.0):
    """n / (dn/dzeta) in volts, from quadrature and a finite difference."""
    z = chemical_potential(n, kt, levels, alpha)
    h = 1e-3 * kt
    slope = (density(z + h, kt, levels, alpha)
             - density(z - h, kt, levels, alpha)) / (2 * h)
    return n / slope


def ratio_formula(n, kt):
    nu = n / (DOS * kt)
    return kt * nu / -np.expm1(-nu)


nu = n0 / (DOS * kt)
zeta = chemical_potential(n0, kt)
fermi = n0 / DOS
ratio = ratio_formula(n0, kt)
assert abs(zeta - kt * np.log(np.expm1(nu))) < 1e-9
assert abs(ratio - 0.048) < 0.001
for n_test, t_test in ((n0, 300), (n0, 77), (n0, 400), (5 * n0, 300)):
    a, b = ratio_numeric(n_test, KB * t_test), ratio_formula(n_test, KB * t_test)
    assert abs(a / b - 1) < 1e-5
# Dilute and degenerate limits
assert abs(ratio_numeric(1e-4 * n0, kt) / kt - 1) < 1e-3
assert abs(ratio_numeric(n0, KB * 10) / fermi - 1) < 1e-5
hand = kt * (1 + nu / 2 + nu**2 / 12)
assert abs(hand - ratio) < kt * nu**4 / 720

# Linearised Boltzmann equation, first angular harmonic, on an energy grid
PHONON = 0.036
JUMP = 40
dE = PHONON / JUMP
energy = (np.arange(800) + 0.5) * dE
k = np.sqrt(energy / C2)
speed = 2 * C2 * k / HBAR


def fermi_k(kk, z):
    return expit((z - C2 * kk**2) / kt)


def transport(collision):
    """D and mu (nm^2/s, nm^2/Vs) from separately differenced drives."""
    dn, dk = 1e-3 * n0, 1e-5
    df_dn = (fermi_k(k, chemical_potential(n0 + dn, kt))
             - fermi_k(k, chemical_potential(n0 - dn, kt))) / (2 * dn)
    df_dk = (fermi_k(k + dk, zeta) - fermi_k(k - dk, zeta)) / (2 * dk)
    drives = np.column_stack([speed * df_dn, -df_dk / HBAR])
    response = np.linalg.solve(collision, drives)
    flux = (speed[:, None] * response).sum(axis=0) * dE / (4 * np.pi * C2)
    return flux[0], flux[1] / n0


def phonon_matrix(rate):
    """Polar-phonon loss operator, coupling ~1/q, with Pauli factors."""
    theta = (np.arange(200) + 0.5) * np.pi / 200
    low, up = np.arange(800 - JUMP), np.arange(JUMP, 800)
    kl, ku = k[low][:, None], k[up][:, None]
    inv_q = 1 / np.sqrt(kl**2 + ku**2 - 2 * kl * ku * np.cos(theta))
    k_ref = np.sqrt(PHONON / C2)
    a0 = rate * k_ref * inv_q.mean(axis=1)
    a1 = rate * k_ref * (inv_q * np.cos(theta)).mean(axis=1)
    occ = fermi_k(k, zeta)
    bose = 1 / np.expm1(PHONON / kt)
    absorb, emit = bose + occ[up], bose + 1 - occ[low]
    c = np.zeros((800, 800))
    c[low, low] += a0 * absorb
    c[low, up] -= a1 * emit
    c[up, up] += a0 * emit
    c[up, low] -= a1 * absorb
    return c


TAU = 0.2e-12
cases = {"constant tau": np.diag(np.full(800, 1 / TAU)),
         "tau ~ energy": np.diag(kt / (TAU * energy)),
         "polar phonon": phonon_matrix(1e13)}
results = {name: transport(c) for name, c in cases.items()}
for d_val, mu_val in results.values():
    assert d_val > 0 and mu_val > 0
    assert abs(d_val / mu_val / ratio - 1) < 1e-5
# A constant tau must return the elementary mobility e*tau/m
drude = sc.e * TAU / (MASS * sc.m_e) * 1e18
assert abs(results["constant tau"][1] / drude - 1) < 1e-3
assert abs(results["tau ~ energy"][1] / drude - 1) > 0.1

# Finite square well: levels from matching, same mass in well and barrier
BARRIER = 0.25


def well_levels(width):
    z0 = np.sqrt(BARRIER / C2) * width / 2
    found, j = [], 0
    while j * np.pi / 2 < z0:
        def match(z):
            s = np.sqrt(max(z0**2 - z**2, 0))
            if j % 2 == 0:
                return z * np.sin(z) - s * np.cos(z)
            return z * np.cos(z) + s * np.sin(z)
        root = brentq(match, j * np.pi / 2, min((j + 1) * np.pi / 2, z0))
        found.append(C2 * (2 * root / width)**2)
        j += 1
    return found


levels7, levels10 = well_levels(7.0), well_levels(10.0)
dx = 0.02
x = (np.arange(2000) - 999.5) * dx
grid_levels = eigh_tridiagonal(2 * C2 / dx**2 + BARRIER * (abs(x) > 3.5),
                               np.full(1999, -C2 / dx**2),
                               select="i", select_range=(0, 1))[0]
assert np.allclose(grid_levels, levels7[:2], atol=2e-4)


def upper_share(levels):
    z = chemical_potential(n0, kt, levels)
    return 1 - density(z, kt) / n0


sub7, sub10 = ratio_numeric(n0, kt, levels7), ratio_numeric(n0, kt, levels10)
ALPHA = 0.6
nonpar = ratio_numeric(n0, kt, levels7[:1], ALPHA)
assert sub10 < sub7 < ratio and nonpar < ratio

# First-order exchange energy per area of a zero-thickness sheet
EPS_R = 12.9
coulomb = sc.e / (4 * np.pi * sc.epsilon_0 * EPS_R) * 1e9   # eV nm
kx = np.linspace(0, 1.2, 3001)
rx = np.linspace(0, 400, 1601)
bessel = j0(np.outer(rx, kx))


def exchange_energy(n, kt):
    occ = expit((chemical_potential(n, kt) - C2 * kx**2) / kt)
    rho = simpson(bessel * (kx * occ), x=kx, axis=1) / (2 * np.pi)
    return -2 * np.pi * coulomb * simpson(rho**2, x=rx)


cold = exchange_energy(n0, KB * 10) / n0
cold_known = -4 * coulomb * np.sqrt(2 * np.pi * n0) / (3 * np.pi)
assert abs(cold / cold_known - 1) < 0.01
step = 0.05 * n0
exchange_shift = n0 * (exchange_energy(n0 + step, kt) - 2 * exchange_energy(n0, kt)
                       + exchange_energy(n0 - step, kt)) / step**2
assert exchange_shift < 0


# Heating and mean free path for a round mobility
def mean_energy(temp):
    t = KB * temp
    z = chemical_potential(n0, t)
    return integral(lambda e: DOS * e * expit((z - e) / t),
                    z, max(z, 0) + 40 * t) / n0


MOBILITY = 6000.0      # cm^2/Vs
FIELD = 100.0          # V/cm
TAU_E = 1e-12          # s
heat_capacity = (mean_energy(TEMP + 1) - mean_energy(TEMP - 1)) / 2
heating = MOBILITY * FIELD**2 * TAU_E / heat_capacity
heated = ratio_formula(n0, KB * (TEMP + heating))
tau_mob = MOBILITY * 1e-4 * MASS * sc.m_e / sc.e
v_rms = np.sqrt(2 * mean_energy(TEMP) * sc.e / (MASS * sc.m_e))

print(f"Mass: {MASS} m0; density: {N_CM:.1e} cm^-2; T: {TEMP:.0f} K")
print(f"Density of states g: {DOS * 1e14:.4e} eV^-1 cm^-2")
print(f"g kT: {DOS * kt * 1e14:.4e} cm^-2")
print(f"nu = n/(g kT): {nu:.4f}")
print(f"exp(-nu): {np.exp(-nu):.4f}")
print(f"Degeneracy factor nu/(1-exp(-nu)): {ratio / kt:.4f}")
print(f"Chemical potential zeta: {zeta * 1e3:.2f} meV")
print(f"kT/e: {kt * 1e3:.3f} mV")
print(f"E_F/e = n/(e g): {fermi * 1e3:.2f} mV")
print(f"D/mu, formula: {ratio * 1e3:.3f} mV")
print(f"D/mu, quadrature: {ratio_numeric(n0, kt) * 1e3:.3f} mV")
print(f"D/mu, hand expansion: {hand * 1e3:.3f} mV")
for t in (77, 400):
    print(f"D/mu at {t} K: {ratio_formula(n0, KB * t) * 1e3:.2f} mV")
print(f"Chosen mobility: {MOBILITY:.0f} cm2/Vs")
print(f"D for this mobility: {MOBILITY * ratio:.1f} cm2/s")
print(f"D if kT/e were used: {MOBILITY * kt:.1f} cm2/s")
print(f"Boltzmann tests: tau scale {TAU * 1e12:.1f} ps, phonon {PHONON * 1e3:.0f} meV")
for name, (d_val, mu_val) in results.items():
    print(f"{name}: mu {mu_val * 1e-14:.0f} cm2/Vs, D {d_val * 1e-14:.1f} cm2/s,"
          f" D/mu {d_val / mu_val * 1e3:.3f} mV")
print(f"Well barrier (rough): {BARRIER} eV")
for width, lev, val in ((7, levels7, sub7), (10, levels10, sub10)):
    print(f"{width} nm well: lowest level {lev[0] * 1e3:.1f} meV,"
          f" spacing to second {(lev[1] - lev[0]) * 1e3:.1f} meV")
    print(f"{width} nm well: upper-subband share {upper_share(lev) * 100:.2f} %,"
          f" D/mu {val * 1e3:.2f} mV")
print(f"Nonparabolicity alpha (rough): {ALPHA} eV^-1")
print(f"D/mu with nonparabolicity, 7 nm well: {nonpar * 1e3:.2f} mV")
print(f"Relative permittivity (rough): {EPS_R}")
print(f"First-order exchange shift of D/mu: {exchange_shift * 1e3:.2f} mV")
print(f"Exchange shift relative to D/mu: {exchange_shift / ratio * 100:.1f} %")
print(f"Field: {FIELD:.0f} V/cm; energy relaxation time: {TAU_E * 1e12:.0f} ps")
print(f"Electron heating: {heating:.2f} K")
print(f"Heating shift of D/mu: {(heated - ratio) * 1e3:.3f} mV")
print(f"Momentum relaxation time: {tau_mob * 1e12:.3f} ps")
print(f"Root-mean-square speed: {v_rms:.3e} m/s")
print(f"Mean free path: {v_rms * tau_mob * 1e9:.0f} nm")
print("PASS")
```

Output:

```
Mass: 0.067 m0; density: 1.0e+12 cm^-2; T: 300 K
Density of states g: 2.7988e+13 eV^-1 cm^-2
g kT: 7.2355e+11 cm^-2
nu = n/(g kT): 1.3821
exp(-nu): 0.2511
Degeneracy factor nu/(1-exp(-nu)): 1.8454
Chemical potential zeta: 28.26 meV
kT/e: 25.852 mV
E_F/e = n/(e g): 35.73 mV
D/mu, formula: 47.707 mV
D/mu, quadrature: 47.707 mV
D/mu, hand expansion: 47.832 mV
D/mu at 77 K: 35.89 mV
D/mu at 400 K: 55.37 mV
Chosen mobility: 6000 cm2/Vs
D for this mobility: 286.2 cm2/s
D if kT/e were used: 155.1 cm2/s
Boltzmann tests: tau scale 0.2 ps, phonon 36 meV
constant tau: mu 5250 cm2/Vs, D 250.5 cm2/s, D/mu 47.707 mV
tau ~ energy: mu 14675 cm2/Vs, D 700.1 cm2/s, D/mu 47.707 mV
polar phonon: mu 4837 cm2/Vs, D 230.8 cm2/s, D/mu 47.707 mV
Well barrier (rough): 0.25 eV
7 nm well: lowest level 54.6 meV, spacing to second 141.3 meV
7 nm well: upper-subband share 0.89 %, D/mu 47.13 mV
10 nm well: lowest level 32.8 meV, spacing to second 93.1 meV
10 nm well: upper-subband share 5.20 %, D/mu 44.68 mV
Nonparabolicity alpha (rough): 0.6 eV^-1
D/mu with nonparabolicity, 7 nm well: 44.76 mV
Relative permittivity (rough): 12.9
First-order exchange shift of D/mu: -11.43 mV
Exchange shift relative to D/mu: -24.0 %
Field: 100 V/cm; energy relaxation time: 1 ps
Electron heating: 0.73 K
Heating shift of D/mu: 0.054 mV
Momentum relaxation time: 0.229 ps
Root-mean-square speed: 4.355e+05 m/s
Mean free path: 100 nm
PASS
```
